Linear Cahn-Hilliard growth of vacancy-rich regions and the √2 wavelength ratio

**1. Definitions and conventions**

Let c(r,t) be the fraction of anion sites in an oxide that are vacant, and n_s the number of anion sites per volume. The free energy is

F = n_s ∫ [f(c) + (K/2)|∇c|²] dV, K > 0.

Here f is the free energy per site of a uniform oxide, in eV, and K is the gradient coefficient, in eV nm². The second term is the cost of composition gradients. K is taken as isotropic and independent of c.

Vacancies are conserved. With potential μ per vacancy and mobility M(c) > 0, in nm²/(eV s), the dynamics is

μ = (1/n_s) δF/δc,
J = −M(c)∇μ,
∂c/∂t = −∇·J = ∇·[M(c)∇μ].

J is the flux divided by n_s. Temperature is uniform, and there is no applied field, elastic coupling or vacancy source. The model therefore describes demixing in an unbiased film, not switching under a voltage pulse.

The mobile species is electrically neutral: a vacancy together with the electrons that compensate it. Any free-energy cost of those electrons is included in f and K, and M describes their joint transport. Section 6 shows why this matters.

A uniform state c0 is perturbed by waves of wavenumber k = |k| and wavelength λ = 2π/k. The growth rate σ is defined by amplitude ∝ exp(σt). Write M0 = M(c0) and

A = −f''(c0).

The result holds for A > 0, that is, inside the spinodal:

σ(k) = M0 k²(A − Kk²),
λ_c = 2π√(K/A) (marginal, σ = 0),
λ_m = √2 λ_c (fastest growing).

**2. The equation of motion**

To find μ, replace c by c + εη, with η an arbitrary smooth function, and differentiate at ε = 0:

dF/dε = n_s ∫ [f'(c)η + K∇c·∇η] dV.

The product rule gives ∇c·∇η = ∇·(η∇c) − η∇²c. The divergence becomes a surface integral of η ∂c/∂n, which vanishes for periodic boundaries or for ∂c/∂n = 0. Hence

dF/dε = n_s ∫ [f'(c) − K∇²c] η dV,
μ = f'(c) − K∇²c.

The direction of the motion follows from

dF/dt = n_s ∫ μ ∂c/∂t dV = n_s ∫ μ∇·(M∇μ) dV = −n_s ∫ M|∇μ|² dV ≤ 0.

The last equality is another integration by parts, whose surface term vanishes for periodic or no-flux boundaries. A growing composition wave is thus driven by a fall in free energy, even though vacancies move towards regions that are already rich in them.

Now set c = c0 + u with u small. To first order,

μ = f'(c0) + f''(c0)u − K∇²u,
∇μ = ∇[f''(c0)u − K∇²u].

The constant f'(c0) has no gradient, so ∇μ is already first order. In M(c) = M0 + M'(c0)u + …, the term M'(c0)u multiplies this first-order gradient and gives a second-order product. It drops out, leaving

∂u/∂t = M0∇²[f''(c0)u − K∇²u] = −M0A∇²u − M0K∇⁴u.

A mobility that depends on composition therefore affects the linear problem through its value at c0 alone.

**3. Growth rate and the two wavelengths**

Insert u = a exp(ik·r + σt). Each ∇² gives −k², and ∇⁴ gives k⁴:

σ = −M0A(−k²) − M0Kk⁴ = M0k²(A − Kk²).

For long waves, Kk² ≪ A, this becomes σ ≈ M0Ak². That is diffusion with the negative coefficient M0f''(c0) = −M0A, and the rate is limited by the distance vacancies must travel. For short waves, Kk² ≫ A, σ ≈ −M0Kk⁴, and the gradient cost removes the wave.

The mode k = 0 changes the total number of vacancies and is excluded by conservation. The remaining zero of σ is

A − Kk_c² = 0, so k_c = √(A/K) and λ_c = 2π√(K/A).

The energy gives the same threshold without any dynamics. For c = c0 + ε cos(kx), averaged over whole periods, ⟨cos⟩ = 0 and ⟨cos²⟩ = ⟨sin²⟩ = 1/2. The change in mean energy per site, to order ε², is

(1/2)f''(c0)ε²(1/2) + (K/2)ε²k²(1/2) = (ε²/4)(Kk² − A).

It is negative for λ > λ_c and positive for λ < λ_c.

For the maximum, let q = k² and complete the square:

σ = M0(Aq − Kq²) = M0A²/(4K) − M0K[q − A/(2K)]².

The square is never negative, so the maximum over all k lies where it vanishes:

k_m² = A/(2K) = k_c²/2,
σ_m = M0A²/(4K).

Since λ is inversely proportional to k,

λ_m/λ_c = k_c/k_m = √2.

The ratio contains neither M0, A nor K. It follows from the factor k² of conserved transport combined with a driving force A − Kk².

For use in code, set r = k/k_m = λ_m/λ. With A = 2Kk_m² and σ_m = M0Kk_m⁴,

σ/σ_m = 2r² − r⁴ = 1 − (r² − 1)².

The maximum is broad. Half the maximum rate is reached at r² = 1 ± 1/√2, or λ = 0.765λ_m and λ = 1.85λ_m. Selection sharpens with time. Near the peak, r² − 1 ≈ 2(r − 1), so that

σt ≈ σ_m t[1 − 4(r − 1)²].

For waves with equal initial amplitudes, the amplitude falls to 1/e of its peak at |r − 1| ≈ 1/(2√(σ_m t)). After six growth times this is about 0.20. An early pattern therefore has a spread of spacings around λ_m.

**4. From composition waves to columns in a film**

Consider a film 0 < z < h between electrodes that block vacancies. The conditions ∂μ/∂z = 0 (no flux) and ∂c/∂z = 0 (no composition-dependent interface energy) are satisfied by

u = a cos(nπz/h) exp(ik_∥·r_∥ + σt), n = 0, 1, 2, …,
k² = k_∥² + (nπ/h)².

The growth formula is unchanged with this k². A mode with n ≥ 1 has k ≥ π/h, so it cannot grow if π/h ≥ k_c. The condition is

h ≤ π/k_c = λ_c/2.

In such a film every growing mode has n = 0 and is uniform through the thickness. While all waves remain weak, variations through the thickness that are present in the initial noise decay (at h = λ_c/2 exactly, the longest of them keeps its amplitude), and the growing vacancy-rich regions extend from one electrode to the other, with lateral scale λ_m.

Thicker films fall into two ranges:

- For λ_c/2 < h < λ_m/2, the n = 1 mode can grow, but it has k ≥ π/h > k_m. Since σ falls with k there, its rate stays below σ_m.
- For h ≥ λ_m/2, an n = 1 mode can satisfy k_∥² = k_m² − (π/h)² and reach σ_m. Through-thickness uniformity is then no longer selected by the growth rate.

The linear equation gives the same rate to all lateral directions. It does not decide between stripes and separate columns; that depends on nonlinear terms and the initial noise. Also, λ_m is the period of the composition wave, not a filament diameter. Neighbouring stripes lie λ_m apart, while columns in a triangular array formed by three such waves lie 2λ_m/√3 apart.

**5. Worked example**

The parameters are round model values, not those of a named oxide. The regular-solution free energy and the mobility are

f = k_BT[c ln c + (1−c)ln(1−c)] + Ωc(1−c),
M = Dc(1−c)/(k_BT),

with Ω = 0.20 eV, T = 600 K, c0 = 0.20, K = 0.050 eV nm², D = 10⁴ nm²/s and h = 2.00 nm. Differentiating f twice gives

f'' = k_BT/[c(1−c)] − 2Ω.

With k_BT = 0.05170 eV and c0(1−c0) = 0.16,

f''(c0) = 0.05170/0.16 − 0.40 = −0.0769 eV,
M0 = 10⁴ × 0.16/0.05170 = 3.09 × 10⁴ nm²/(eV s).

Thus A = 0.0769 eV, and the uniform state is unstable. The wavelengths follow:

k_c = √(0.0769/0.050) = 1.240 nm⁻¹, λ_c = 5.07 nm,
k_m = 1.240/√2 = 0.877 nm⁻¹, λ_m = 7.17 nm.

The maximum growth rate and growth time are

σ_m = 3.09 × 10⁴ × (0.0769)²/(4 × 0.050) ≈ 914 s⁻¹,
1/σ_m = 1.09 ms.

Tenfold growth takes ln(10)/σ_m = 2.52 ms. At λ = 9 nm, r² = (7.167/9)² = 0.634, so σ/σ_m = 1.268 − 0.402 = 0.866 and σ ≈ 792 s⁻¹. At 3 nm the rate is about −19,300 s⁻¹: because of the k⁴ term, this wave decays about 21 times as fast as the selected wave grows. Waves only slightly shorter than λ_c decay slowly.

The film meets the condition of section 4, since h = 2.00 nm is below λ_c/2 = 2.53 nm. Diagonalizing the linear operator across it gave one growing thickness mode at each of four tested lateral wavenumbers below k_c. A 3.29 nm film had two at k_∥ = 0.05k_c.

The wavelengths were also found without the growth formula, by applying the full nonlinear equation to weak cosines and locating the zero and maximum of the response. Their ratio was 1.41421. In a separate one-dimensional run, 40 weak waves evolved together for six growth times. The strongest had 16 periods in a box of length 16λ_m. The growth rates of the 22 unstable waves agreed with the formula within 4.1 × 10⁻⁶ of σ_m.

How large may u become? In f'(c), the first neglected term is f'''(c0)u²/2, to be compared with Au. Here

f'''(c0) = k_BT[−1/c0² + 1/(1−c0)²] = 0.0517 × (−25 + 1.56) = −1.21 eV.

The ratio of the two terms is |f'''u|/(2A) ≈ 7.9|u|. It is about 8% at |u| = 0.01. At the fastest wave the net driving term is only (A − Kk_m²)u = Au/2, so relative to it the figure is about 16%. When many waves are present, |u| ≈ 0.01 is thus a rough upper amplitude for use of these rates.

The initial noise of a real film may already exceed it. If sites are occupied at random, the thickness-averaged fraction has, within the unstable band k < k_c, the variance c0(1−c0)k_c²/(4πn_s h). With n_s = 50 nm⁻³, the value used in section 6, and h = 2.00 nm, the root-mean-square amplitude is 0.014, with peaks several times larger. Such a film becomes nonlinear within about one growth time. The six growth times of linear selection in section 3 are then not reached, and λ_m is only a rough guide to the early spacing.

**6. Limits and failure of the ratio**

*Approach to the spinodal.* In this model, A = 0 at the temperature T_s given by k_BT_s = 2Ωc0(1−c0). Subtracting the curvature at T_s, which is zero, gives

A = k_B(T_s − T)/[c0(1−c0)].

If Ω and K do not depend on temperature, λ_c and λ_m grow as (T_s − T)^(−1/2), while σ_m/M0 falls as (T_s − T)². Their ratio remains √2. For the example T_s = 743 K.

*Outside the spinodal.* At 600 K the spinodal fractions are 0.1525 and 0.8475. Outside this interval A < 0, and every wave with k > 0 decays. If a vacancy-rich phase is still favoured there, it must start from a finite disturbance by nucleation. Linear growth then gives no filament spacing.

*Uncompensated charge.* Suppose instead that each vacancy carries charge ze in a fixed uniform background that balances the mean charge. In a bulk medium of permittivity ε = ε0ε_r, Poisson's equation for one wave is

εk²φ = ze n_s u.

The energy zeφ adds (s/k²)u to μ, with s = z²e²n_s/ε. Repeating section 3,

σ = −M0k²(−A + Kk² + s/k²) = M0(Ak² − Kk⁴ − s).

The added rate −M0s does not depend on k, so the maximum stays at k_m. The zeros move. Solving Kq² − Aq + s = 0 gives

q = k_m²[1 ± √(1 − s/s_max)], s_max = A²/(4K).

For 0 < s < s_max there are two marginal wavelengths. The ratio of λ_m to the shorter one is

λ_m/λ_short = √[1 + √(1 − s/s_max)].

It equals √2 at s = 0 and is 1.3066 at s = s_max/2, a value confirmed with the nonlinear equation. For s > s_max nothing grows.

For z = 2, ε_r = 25 and n_s = 50 nm⁻³, s = 144.8 eV/nm², while s_max = 0.0295 eV/nm². In bulk, the Coulomb term is about 4900 times too large for the instability. These formulas change in a thin film between metal electrodes, where φ = 0 at both faces. For long lateral waves uniform through the thickness, s/k² is replaced by sh²/12, so growth survives up to s ≈ 12A/h² = 0.23 eV/nm² at h = 2.00 nm, about 8 s_max, and the fastest wave moves below k_m. The Coulomb term is then still about 600 times too large.

Linear screening by a separate carrier gas does not readily repair this. With screening wavenumber κ, s/k² becomes s/(k² + κ²), and growth requires

s/(k² + κ²) < A − Kk² ≤ A.

Thus k² + κ² > s/A = 144.8/0.0769 ≈ 1880 nm⁻². Growth also needs k² < k_c² ≈ 1.5 nm⁻², so κ would have to exceed about 43 nm⁻¹. The screening length 1/κ would be below about 0.023 nm, less than an atomic spacing. The values of f and K used here must therefore describe the neutral combination from the outset, as in section 1. If they were read as those of a bare charged vacancy, with linear screening over an atomic spacing or more added afterwards, the instability would be lost.

**7. Notes for implementation**

*Box size.* In a periodic box of side L, the wavenumbers along an axis are 2πj/L. By the completed square, the fastest allowed wave is the one whose k² lies closest to k_m², which need not have wavelength λ_m. In one dimension, no wave grows if L ≤ λ_c. A box many times longer than λ_m reduces this rounding of the spacing.

*Grid spacing.* For the centred second difference with spacing Δ in one dimension, a wave has

[2cos(kΔ) − 2]/Δ² = −Q, Q = (4/Δ²)sin²(kΔ/2).

If the same difference is used for both Laplacians, Q replaces k² in σ. The zero is at Q = A/K and the maximum at Q = A/(2K). Provided both waves fit on the grid, k = (2/Δ)arcsin(Δ√Q/2), and the computed ratio is

λ_m/λ_c = arcsin(k_cΔ/2)/arcsin(k_mΔ/2),

where k_c and k_m are the continuum values. Using arcsin x ≈ x + x³/6 and k_m² = k_c²/2,

λ_m/λ_c ≈ √2[1 + (k_cΔ)²/24 − (k_mΔ)²/24] = √2[1 + (k_cΔ)²/48].

For the example with Δ = 0.5 nm, k_cΔ = 0.62, and the ratio is too large by about 0.8%.

*Time step.* An explicit Euler step multiplies a wave by 1 + σΔt. A decaying wave remains bounded if σΔt ≥ −2. The largest value of Q on this one-dimensional grid is Q_max = 4/Δ²; on a square or cubic grid it is two or three times as large. When KQ_max > A, the linear stability condition is

Δt ≤ 2/[M0Q_max(KQ_max − A)].

With Δ = 0.5 nm, Q_max = 16 nm⁻² and KQ_max − A = 0.723 eV, so Δt must not exceed about 5.58 μs, far below the 1.09 ms growth time. At small Δ the limit scales as Δ⁴, which is the reason to treat the gradient term implicitly on fine grids. This estimate uses M0 and f''(c0); once the composition departs strongly from c0, the step must be checked again.

The numerical output below lists the inputs and the computed values.

Computed values

```
temperature T = 600 K, thermal energy = 0.05170 eV
interaction Omega = 0.20 eV, mean fraction c0 = 0.20
gradient coefficient K = 0.050 eV nm^2
diffusivity D = 1.0e+04 nm^2/s
mobility M(c0) = 3.0945e+04 nm^2/(eV s)
curvature f''(c0) = -0.07685 eV
M(c0) f''(c0) = -2378.2 nm^2/s
spinodal fractions at T = 0.1525 and 0.8475
spinodal temperature at c0 = 742.7 K
marginal wavenumber k_c = 1.2398 1/nm
fastest wavenumber k_m = 0.8766 1/nm
marginal wavelength, formula = 5.0681 nm
marginal wavelength, measured = 5.0681 nm
fastest wavelength, formula = 7.1673 nm
fastest wavelength, measured = 7.1673 nm
measured wavelength ratio = 1.41421
square root of 2 = 1.41421
maximum growth rate, formula = 913.81 1/s
maximum growth rate, measured = 913.81 1/s
growth time 1/sigma_m = 1.0943 ms
time for tenfold growth = 2.5198 ms
measured growth rate at 3 nm = -19339.73 1/s
measured growth rate at 6 nm = 747.22 1/s
measured growth rate at 9 nm = 791.53 1/s
measured growth rate at 20 nm = 219.64 1/s
many-wave run: duration = 6.0 growth times
many-wave run: box = 16 fastest wavelengths
many-wave run: strongest wave has 16 periods in box
many-wave run: largest rate error / sigma_m = 4.1e-06
film thickness h = 2.00 nm, lam_c/2 = 2.5340 nm
growing thickness modes at h, k = 0.05 k_c: 1
growing thickness modes at 3.294 nm, same k: 2
Coulomb limit s_max = 0.02953 eV/nm^2
ratio to shorter marginal wavelength at s_max/2 = 1.3066
charge number = 2, relative permittivity = 25
site density = 50 1/nm^3
uncompensated Coulomb strength s = 144.8 eV/nm^2
s / s_max = 4902
```
